# Maximum Equilibrium Depletion Width in p-Type Silicon at Strong Inversion: a numerical check

```python
"""Depletion width of p-type silicon at the onset of strong inversion.

Result under test: W = sqrt(4 eps phi_F / (q N_A)),
phi_F = (kT/q) ln(N_A/n_i), for surface potential 2 phi_F.
N_A: acceptor density; n_i: intrinsic density; eps: permittivity;
u: potential divided by kT/q; r: bulk electron/hole density ratio;
L_D: Debye length from the bulk hole density. SI units internally.
The nonlinear Poisson equation is solved by finite differences and
compared with the depletion formula and with first-integral formulas.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import ai_zeros

q, k_B = const.e, const.k
T = 300.0
N_A = 1e22
n_i = 1e16
eps_r = 11.7
eps = eps_r * const.epsilon_0
V_t = k_B * T / q


def depletion_width(bending, acceptors=N_A):
    return np.sqrt(2 * eps * bending / (q * acceptors))


def solve_poisson(u_surface, r, cells, length=25.0):
    """Newton solution on a uniform grid; distance in Debye lengths."""
    s = np.linspace(0, length, cells + 1)
    h = s[1]
    edge = np.sqrt(2 * u_surface)
    u = 0.5 * np.maximum(edge - s, 0)**2
    u[0], u[-1] = u_surface, 0.0
    for _ in range(200):
        v = u[1:-1]
        charge = -np.expm1(-v) + r * np.expm1(v)
        residual = (u[2:] - 2 * v + u[:-2]) / h**2 - charge
        bands = np.zeros((3, cells - 1))
        bands[0, 1:] = 1 / h**2
        bands[1] = -2 / h**2 - np.exp(-v) - r * np.exp(v)
        bands[2, :-1] = 1 / h**2
        step = solve_banded((1, 1), bands, -residual)
        u[1:-1] += np.clip(step, -2, 2)
        if np.max(np.abs(step)) < 1e-8:
            break
    else:
        raise RuntimeError("Newton iteration did not converge")
    holes = trapezoid(-np.expm1(-u), s)
    total = holes + trapezoid(r * np.expm1(u), s)
    return s, u, holes, total


def scaled_field(u, r):
    return np.sqrt(2 * (u + np.expm1(-u) + r * (np.expm1(u) - u)))


def hole_thickness(u_surface, r):
    """Missing-hole thickness in Debye lengths from the first integral."""
    def integrand(u):
        if u < 1e-5:
            return 1.0
        return -np.expm1(-u) / scaled_field(u, r)
    cuts = np.unique([0, 1, min(20, u_surface),
                      min(35, u_surface), u_surface])
    return sum(quad(integrand, a, b, epsabs=1e-10, epsrel=1e-10)[0]
               for a, b in zip(cuts[:-1], cuts[1:]))


# Bulk potential from charge neutrality, compared with the logarithm.
u_F = brentq(lambda u: 2 * n_i * np.sinh(u) - N_A, 0, 40, xtol=1e-13)
assert abs(u_F - np.log(N_A / n_i)) < 1e-9
phi_F = V_t * np.log(N_A / n_i)
bending = 2 * phi_F
W = depletion_width(bending)
p_bulk = n_i * np.exp(u_F)
r = np.exp(-2 * u_F)
L_D = np.sqrt(eps * V_t / (q * p_bulk))
field = q * N_A * W / eps
charge = q * N_A * W

# Full Poisson solution at threshold on two meshes.
coarse = solve_poisson(2 * u_F, r, 2000)
s, u, holes, total = solve_poisson(2 * u_F, r, 4000)
mesh_shift = abs(total - coarse[3]) * L_D
W_total, W_holes = total * L_D, holes * L_D
assert abs(W_total / W - 1) < 2e-4
assert mesh_shift / W < 5e-4
parabola = 0.5 * np.maximum(W / L_D - s, 0)**2
max_difference = np.max(np.abs(u - parabola)) * V_t
assert max_difference < V_t

# First integral below, at and above threshold.
for extra in (-0.1, 0.0, 0.1):
    u_s = 2 * u_F + extra / V_t
    numerical = solve_poisson(u_s, r, 4000)
    assert abs(numerical[3] / scaled_field(u_s, r) - 1) < 1e-3
    assert abs(numerical[2] / hole_thickness(u_s, r) - 1) < 1e-3

# The threshold charge result at other dopings.
for acceptors in (1e21, 1e23):
    uf = np.arcsinh(acceptors / (2 * n_i))
    ratio = np.exp(-2 * uf)
    p0 = n_i * np.exp(uf)
    debye = np.sqrt(eps * V_t / (q * p0))
    numerical = solve_poisson(2 * uf, ratio, 4000)[3] * debye
    formula = depletion_width(2 * V_t * np.log(acceptors / n_i), acceptors)
    assert abs(numerical / formula - 1) < 3e-4

# Growth after threshold and its finite classical limit.
growth = []
for extra in (0.0, 0.1, 0.2):
    u_s = 2 * u_F + extra / V_t
    thickness = hole_thickness(u_s, r) * L_D
    sheet = p_bulk * (scaled_field(u_s, r) * L_D - thickness)
    surface_density = p_bulk * r * np.exp(u_s)
    growth.append((extra, thickness, sheet, surface_density))
ceiling = hole_thickness(2 * u_F + 60, r) * L_D
ceiling_short = hole_thickness(2 * u_F + 40, r) * L_D
assert abs(ceiling / ceiling_short - 1) < 1e-6
assert growth[0][1] < growth[1][1] < growth[2][1] < ceiling

# Estimates of neglected effects; material inputs are rough values.
n_i_high = 1.5e16
W_ni = depletion_width(2 * V_t * np.log(N_A / n_i_high))
T_hot, gap_extrapolated = 400.0, 1.2
n_i_hot = n_i * (T_hot / T)**1.5 * np.exp(
    gap_extrapolated * q / (2 * k_B) * (1 / T - 1 / T_hot))
phi_hot = k_B * T_hot / q * np.log(N_A / n_i_hot)
W_hot = depletion_width(2 * phi_hot)

N_v, boron_level, degeneracy = 3e25, 0.045, 4
p_one = N_v / degeneracy * np.exp(-boron_level / V_t)
p_ionized = p_one / 2 * (np.sqrt(1 + 4 * N_A / p_one) - 1)
neutral_fraction = 1 - p_ionized / N_A
W_boron = depletion_width(2 * V_t * np.log(p_ionized / n_i))

mass_ratio = 0.92
airy_root = -ai_zeros(1)[0][0]
ground_energy = airy_root * (
    (const.hbar * q * field)**2 / (2 * mass_ratio * const.m_e))**(1 / 3)
ground_eV = ground_energy / q
W_quantum = depletion_width(bending + ground_eV)
breakdown_field, tunnelling_field = 0.3, 1.0
field_MV_cm = field / 1e8

print(f"Temperature: {T:.0f} K")
print(f"Acceptor density: {N_A/1e6:.2e} cm^-3")
print(f"Intrinsic density, rough input: {n_i/1e6:.2e} cm^-3")
print(f"Relative permittivity, rough input: {eps_r:.1f} (no unit)")
print(f"Silicon permittivity: {eps/100:.4e} F/cm")
print(f"Elementary charge: {q:.5e} C")
print(f"Thermal voltage kT/q: {V_t:.6f} V")
print(f"ln(N_A/n_i): {np.log(N_A/n_i):.4f} (no unit)")
print(f"Bulk Fermi potential: {phi_F:.4f} V")
print(f"Surface potential at threshold: {bending:.4f} V")
print(f"Depletion width: {W*1e9:.1f} nm = {W*1e6:.3f} um")
print(f"Depletion charge magnitude: {charge*100:.4f} uC/cm2")
print(f"Acceptors per area: {N_A*W/1e4:.3e} cm^-2")
print(f"Surface field: {field_MV_cm:.4f} MV/cm")
print(f"Debye length: {L_D*1e9:.2f} nm")
print(f"Full Poisson total-charge width: {W_total*1e9:.2f} nm")
print(f"Full Poisson missing-hole width: {W_holes*1e9:.2f} nm")
print(f"Total-width shift on halving mesh: {mesh_shift*1e9:.5f} nm")
print(f"Largest potential error of parabola: {max_difference*1e3:.2f} mV")
for extra, thickness, sheet, density in growth:
    print(f"Extra bending {extra:.1f} V: hole width {thickness*1e9:.1f} nm")
    print(f"  electron sheet density: {sheet/1e4:.2e} cm^-2")
    print(f"  surface electron density: {density/1e6:.2e} cm^-3")
print(f"Classical ceiling of hole width: {ceiling*1e9:.1f} nm")
print(f"Ceiling above simple width: {100*(ceiling/W-1):.1f} %")
print(f"Alternative intrinsic density: {n_i_high/1e6:.2e} cm^-3")
print(f"Width with that density: {W_ni*1e9:.1f} nm")
print(f"Width change: {100*(W_ni/W-1):.2f} %")
print(f"Hot temperature: {T_hot:.0f} K")
print(f"Extrapolated gap, rough input: {gap_extrapolated:.1f} eV")
print(f"Hot intrinsic density: {n_i_hot/1e6:.2e} cm^-3")
print(f"Hot bulk Fermi potential: {phi_hot:.4f} V")
print(f"Hot depletion width: {W_hot*1e9:.1f} nm")
print(f"Hot width change: {100*(W_hot/W-1):.1f} %")
print(f"Valence-band density, rough input: {N_v/1e6:.1e} cm^-3")
print(f"Boron level, rough input: {boron_level:.3f} eV")
print(f"Boron level degeneracy: {degeneracy} (no unit)")
print(f"Neutral boron fraction in bulk: {100*neutral_fraction:.2f} %")
print(f"Width change from bulk ionization: {100*(W_boron/W-1):.3f} %")
print(f"Electron normal mass, rough input: {mass_ratio:.2f} m_e")
print(f"Triangular-well ground level: {ground_eV*1e3:.1f} meV")
print(f"Width change if added to bending: {100*(W_quantum/W-1):.2f} %")
print(f"Rough breakdown field: {breakdown_field:.1f} MV/cm")
print(f"Surface/breakdown field: {field_MV_cm/breakdown_field:.3f} (no unit)")
print(f"Rough tunnelling field: {tunnelling_field:.1f} MV/cm")
print(f"Surface/tunnelling field: {field_MV_cm/tunnelling_field:.3f} (no unit)")
print("all good")
```

Output:

```
Temperature: 300 K
Acceptor density: 1.00e+16 cm^-3
Intrinsic density, rough input: 1.00e+10 cm^-3
Relative permittivity, rough input: 11.7 (no unit)
Silicon permittivity: 1.0359e-12 F/cm
Elementary charge: 1.60218e-19 C
Thermal voltage kT/q: 0.025852 V
ln(N_A/n_i): 13.8155 (no unit)
Bulk Fermi potential: 0.3572 V
Surface potential at threshold: 0.7143 V
Depletion width: 303.9 nm = 0.304 um
Depletion charge magnitude: 0.0487 uC/cm2
Acceptors per area: 3.039e+11 cm^-2
Surface field: 0.0470 MV/cm
Debye length: 40.88 nm
Full Poisson total-charge width: 303.93 nm
Full Poisson missing-hole width: 298.27 nm
Total-width shift on halving mesh: 0.00307 nm
Largest potential error of parabola: 20.01 mV
Extra bending 0.0 V: hole width 298.3 nm
  electron sheet density: 5.66e+09 cm^-2
  surface electron density: 1.00e+16 cm^-3
Extra bending 0.1 V: hole width 316.4 nm
  electron sheet density: 1.95e+11 cm^-2
  surface electron density: 4.79e+17 cm^-3
Extra bending 0.2 V: hole width 322.8 nm
  electron sheet density: 2.46e+12 cm^-2
  surface electron density: 2.29e+19 cm^-3
Classical ceiling of hole width: 324.0 nm
Ceiling above simple width: 6.6 %
Alternative intrinsic density: 1.50e+10 cm^-3
Width with that density: 299.4 nm
Width change: -1.48 %
Hot temperature: 400 K
Extrapolated gap, rough input: 1.2 eV
Hot intrinsic density: 5.10e+12 cm^-3
Hot bulk Fermi potential: 0.2613 V
Hot depletion width: 260.0 nm
Hot width change: -14.5 %
Valence-band density, rough input: 3.0e+19 cm^-3
Boron level, rough input: 0.045 eV
Boron level degeneracy: 4 (no unit)
Neutral boron fraction in bulk: 0.75 %
Width change from bulk ionization: -0.027 %
Electron normal mass, rough input: 0.92 m_e
Triangular-well ground level: 22.7 meV
Width change if added to bending: 1.58 %
Rough breakdown field: 0.3 MV/cm
Surface/breakdown field: 0.157 (no unit)
Rough tunnelling field: 1.0 MV/cm
Surface/tunnelling field: 0.047 (no unit)
all good
```
